# First-order propagation-constant shift for a displaced dielectric waveguide wall

## Definitions and conventions

A waveguide is uniform along \(z\), lossless, isotropic and non-magnetic. Its mode has angular frequency \(\omega\) and propagation constant \(\beta\), and its fields vary as \(\exp[i(\beta z-\omega t)]\). With \(\varepsilon\) the absolute permittivity and \(\mathbf D=\varepsilon\mathbf E\), Maxwell's equations are

\[
\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad
\nabla\times\mathbf H=-i\omega\varepsilon\mathbf E .
\tag{1}
\]

The mode is bound, so its fields vanish far from the core. The normalization is

\[
N=2\int \mathrm{Re}(\mathbf E\times\mathbf H^*)_z\,dA ,
\tag{2}
\]

which is four times the time-averaged power, and is positive for a mode that carries power forwards.

A wall separates the core, \(\varepsilon_i\), from the cladding, \(\varepsilon_o\). It is displaced along its normal by a small distance \(h(s)\), where \(s\) is the arc length along the wall in the cross-section and \(h>0\) means that the core grows. The displacement does not depend on \(z\), and \(\omega\) is held fixed. At the wall, \(\mathbf E_t\) is the tangential electric field, including \(E_z\), and \(D_n\) is the normal component of \(\mathbf D\). Both are continuous there. The normal electric field is not: it equals \(D_n/\varepsilon_i\) on one side and \(D_n/\varepsilon_o\) on the other.

The result to be derived is

\[
\Delta\beta=\frac{\omega}{N}\oint h\left[(\varepsilon_i-\varepsilon_o)|\mathbf E_t|^2+\left(\frac1{\varepsilon_o}-\frac1{\varepsilon_i}\right)|D_n|^2\right]ds ,
\tag{3}
\]

to first order in \(h\). The naive formula is instead

\[
\Delta\beta_{\rm naive}=\frac{\omega}{N}\int\Delta\varepsilon\,|\mathbf E|^2\,dA ,
\tag{4}
\]

with the old field \(\mathbf E\) used in the strip swept by the wall.

Two conditions apply throughout. The wall is smooth on the scale of \(h\), and the mode is either non-degenerate or not mixed with its degenerate partners by the displacement.

## First derivation: two guides and a swept strip

Let subscript 1 denote the original guide and 2 the displaced one. The complex conjugate of (1) for guide 1 is

\[
\nabla\times\mathbf E_1^*=-i\omega\mu_0\mathbf H_1^*,\qquad
\nabla\times\mathbf H_1^*=i\omega\varepsilon_1\mathbf E_1^* .
\]

The identity \(\nabla\cdot(\mathbf a\times\mathbf b)=\mathbf b\cdot\nabla\times\mathbf a-\mathbf a\cdot\nabla\times\mathbf b\) then gives

\[
\nabla\cdot(\mathbf E_1^*\times\mathbf H_2)
=-i\omega\mu_0\mathbf H_1^*\cdot\mathbf H_2+i\omega\varepsilon_2\mathbf E_1^*\cdot\mathbf E_2 ,
\]
\[
\nabla\cdot(\mathbf E_2\times\mathbf H_1^*)
=i\omega\mu_0\mathbf H_1^*\cdot\mathbf H_2-i\omega\varepsilon_1\mathbf E_1^*\cdot\mathbf E_2 .
\]

The magnetic terms cancel in the sum. With \(\mathbf F=\mathbf E_1^*\times\mathbf H_2+\mathbf E_2\times\mathbf H_1^*\),

\[
\nabla\cdot\mathbf F=i\omega(\varepsilon_2-\varepsilon_1)\mathbf E_1^*\cdot\mathbf E_2 .
\]

Integrate this over the cross-section. The transverse part of the divergence becomes a flux through a distant contour, where the fields vanish. The walls contribute nothing, because the normal component of \(\mathbf F\) contains only tangential \(\mathbf E\) and \(\mathbf H\), which are continuous. Since \(\mathbf F\) varies as \(\exp[i(\beta_2-\beta_1)z]\), its \(z\) derivative supplies the factor \(i(\beta_2-\beta_1)\). Hence

\[
(\beta_2-\beta_1)\int F_z\,dA
=\omega\int(\varepsilon_2-\varepsilon_1)\,\mathbf E_1^*\cdot\mathbf E_2\,dA .
\tag{5}
\]

No approximation has been made: (5) holds for a finite displacement. It contains the product of the old and new fields, not the square of the old one.

The right side has support only in the swept strip. Where the core grows, \(\varepsilon_2-\varepsilon_1=\varepsilon_i-\varepsilon_o\). The strip used to be cladding and is now core, so \(\mathbf E_1\) is there an outside field and \(\mathbf E_2\) an inside field. As \(h\to0\) the two modes, normalized alike, approach each other in the quantities that are continuous across the wall:

\[
\mathbf E_{2t}\to\mathbf E_{1t}=\mathbf E_t,\qquad D_{2n}\to D_{1n}=D_n .
\]

The normal electric fields do not approach each other:

\[
E_{1n}=\frac{D_n}{\varepsilon_o},\qquad
E_{2n}=\frac{D_n}{\varepsilon_i},\qquad
\frac{E_{2n}}{E_{1n}}\to\frac{\varepsilon_o}{\varepsilon_i}.
\tag{6}
\]

However thin the strip, the field inside it changes by a finite factor. The normal part of the integrand is therefore

\[
(\varepsilon_i-\varepsilon_o)\frac{D_n^*}{\varepsilon_o}\frac{D_n}{\varepsilon_i}
=\left(\frac1{\varepsilon_o}-\frac1{\varepsilon_i}\right)|D_n|^2 ,
\]

and the tangential part is \((\varepsilon_i-\varepsilon_o)|\mathbf E_t|^2\). The area element of the strip is \(h\,ds\) to leading order.

Where the core retreats, \(h=-|h|\), the permittivity change is \(\varepsilon_o-\varepsilon_i\), and the two fields exchange roles. The product of normal fields is still \(|D_n|^2/(\varepsilon_i\varepsilon_o)\). The area \(|h|\,ds\) times \(\varepsilon_o-\varepsilon_i\) equals \(h\,ds\) times \(\varepsilon_i-\varepsilon_o\), so one expression covers both signs.

The right side of (5) is now of first order in \(h\), so the integral on the left is needed only to zeroth order. There both fields are the unperturbed ones, and

\[
\int(\mathbf E^*\times\mathbf H+\mathbf E\times\mathbf H^*)_z\,dA=N .
\]

Division by \(N\) gives (3).

## Second derivation: a graded wall made thin

This route never compares two fields across a jump. It starts from a wall in which the permittivity varies smoothly over a width \(w\), and lets \(w\to0\) at the end.

Separate the \(z\) dependence in (1) by writing \(\nabla=\nabla_t+i\beta\hat{\mathbf z}\), where \(\mathbf E\) and \(\mathbf H\) now depend on the transverse coordinates alone. Multiplying the equation for \(\nabla\times\mathbf H\) by \(-i\) and that for \(\nabla\times\mathbf E\) by \(i\), and rearranging, gives

\[
\omega\varepsilon\mathbf E-i\nabla_t\times\mathbf H=-\beta\,\hat{\mathbf z}\times\mathbf H,\qquad
\omega\mu_0\mathbf H+i\nabla_t\times\mathbf E=\beta\,\hat{\mathbf z}\times\mathbf E .
\]

With \(\psi=(\mathbf E,\mathbf H)\) this is a generalized eigenvalue problem \(A\psi=\beta B\psi\), where

\[
A=\begin{pmatrix}\omega\varepsilon&-i\nabla_t\times\\ i\nabla_t\times&\omega\mu_0\end{pmatrix},\qquad
B=\begin{pmatrix}0&-\hat{\mathbf z}\times\\ \hat{\mathbf z}\times&0\end{pmatrix}.
\]

Take the inner product \(\langle\phi,\psi\rangle=\int\phi^*\cdot\psi\,dA\). The operator \(A\) is Hermitian: integrating the curl by parts moves it onto the other field without a change of sign, and conjugation turns \(-i\) into \(i\). The boundary term vanishes for a bound mode. \(B\) is Hermitian because a cross product with a fixed real vector is antisymmetric. Also

\[
\langle\psi,B\psi\rangle=\int\left[-\mathbf E^*\cdot(\hat{\mathbf z}\times\mathbf H)+\mathbf H^*\cdot(\hat{\mathbf z}\times\mathbf E)\right]dA=N ,
\]

since \(\mathbf a\cdot(\hat{\mathbf z}\times\mathbf b)=\hat{\mathbf z}\cdot(\mathbf b\times\mathbf a)\).

Let \(\varepsilon\) depend smoothly on a parameter \(\tau\), and let a prime on \(A\), \(\beta\) or \(\psi\) denote \(d/d\tau\). Differentiating the eigenvalue equation and projecting on \(\psi\) gives

\[
\langle\psi,A'\psi\rangle+\langle\psi,A\psi'\rangle
=\beta'\langle\psi,B\psi\rangle+\beta\langle\psi,B\psi'\rangle .
\]

By hermiticity and the reality of \(\beta\), \(\langle\psi,A\psi'\rangle=\beta\langle\psi,B\psi'\rangle\), so these terms cancel. Only \(\varepsilon\) in \(A\) depends on \(\tau\), and therefore

\[
\frac{d\beta}{d\tau}=\frac{\omega}{N}\int\frac{\partial\varepsilon}{\partial\tau}|\mathbf E|^2\,dA .
\tag{7}
\]

This is the permittivity-times-field-squared formula. It is correct here because the permittivity changes by a small amount at every point.

Let \(\nu\) be the distance from the wall along the outward normal, and let \(e(\nu)\) be a positive smooth profile running from \(\varepsilon_i\) to \(\varepsilon_o\). A displacement \(\tau h(s)\) gives \(\varepsilon=e(\nu-\tau h)\), so at \(\tau=0\)

\[
\frac{\partial\varepsilon}{\partial\tau}=-h(s)\,\frac{de}{d\nu}.
\]

Across a thin layer \(\mathbf E_t\) and \(D_n\) are nearly constant. Faraday's law expresses \(\partial\mathbf E_t/\partial\nu\) through \(\mathbf H\) and derivatives of \(E_n\) along the wall. The condition \(\nabla\cdot\mathbf D=0\) expresses \(\partial D_n/\partial\nu\) through derivatives of \(\varepsilon\mathbf E_t\) along the wall. All these stay bounded as \(w\to0\), so the changes across the layer are of order \(w\). The normal field \(E_n=D_n/e(\nu)\), by contrast, varies strongly. Inserting these fields in (7) gives

\[
\frac{d\beta}{d\tau}\to\frac{\omega}{N}\oint h\,ds\int\left(-\frac{de}{d\nu}\right)\left[|\mathbf E_t|^2+\frac{|D_n|^2}{e^2}\right]d\nu .
\]

The two integrals across the layer are elementary:

\[
-\int\frac{de}{d\nu}\,d\nu=\varepsilon_i-\varepsilon_o,\qquad
-\int\frac1{e^2}\frac{de}{d\nu}\,d\nu=\left[\frac1e\right]_{\rm in}^{\rm out}
=\frac1{\varepsilon_o}-\frac1{\varepsilon_i}.
\]

The shape of the profile has dropped out, and (3) follows. To carry the derivative over to the sharp wall, write \(\beta(\tau)-\beta(0)\) as the integral of \(d\beta/d\tau\). The estimate above holds equally along each displaced wall, so the integrand tends uniformly to its sharp-wall form, and the limit may be taken under the integral.

## What each derivation assumes

Both derivations need a lossless guide, a bound mode, \(N\neq0\) and a smooth wall. Both exclude mixing with a degenerate partner.

The first keeps the wall sharp and assumes that the new mode tends to the old one in \(\mathbf E_t\) and \(D_n\). In return it supplies (5), which holds at finite displacement. The second needs a differentiable family of permittivities and an interchange of limits. In return it shows that a graded wall gives the same leading result, whatever its profile, if its width is small compared with the scale on which the fields vary.

The second route also locates the fault in the naive formula. Equation (7) requires a small change of permittivity at each point, which for a graded wall means \(h\ll w\). For a sharp wall \(w=0\), the change in the strip is the full contrast, and the old field is no longer a first approximation to the new one.

## Size of the naive error

Let \(r=\varepsilon_i/\varepsilon_o\). Write the correct slope as \(T+M\), where \(T\) comes from \(\mathbf E_t\) and \(M\) from \(D_n\). For an advancing wall the naive formula squares the old outside field \(D_n/\varepsilon_o\); for a retreating wall it squares the old inside field \(D_n/\varepsilon_i\). The slopes are then

\[
\text{correct: }T+M,\qquad
\text{naive, advancing: }T+rM,\qquad
\text{naive, retreating: }T+\frac Mr .
\tag{8}
\]

Averaging the two naive values does not repair them: it multiplies \(M\) by \((r+1/r)/2\), which exceeds one unless \(r=1\).

A slab of thickness \(d\) in a TM mode makes \(T/M\) explicit. Outside the upper wall \(H_y\propto e^{-\gamma(x-d)}\), with \(\gamma^2=\beta^2-\omega^2\mu_0\varepsilon_o\). The \(x\) and \(z\) components of the second equation in (1) give

\[
D_x=\frac{\beta}{\omega}H_y,\qquad
E_z=\frac{i}{\omega\varepsilon_o}\frac{\partial H_y}{\partial x}=-\frac{i\gamma}{\omega\varepsilon_o}H_y ,
\]

and hence

\[
\frac TM=\frac{(\varepsilon_i-\varepsilon_o)\gamma^2/\varepsilon_o^2}{(\varepsilon_i-\varepsilon_o)\beta^2/(\varepsilon_i\varepsilon_o)}
=r\,\frac{\gamma^2}{\beta^2}
=r\left(1-\frac{n_o^2}{n_{\rm eff}^2}\right),
\tag{9}
\]

where \(n_{\rm eff}=\beta c/\omega\) and \(n_o\) is the cladding index.

Take 220 nm of silicon (index 3.476) in silica (1.444) at 1550 nm, so that \(r=5.795\). The TM\(_0\) mode has \(n_{\rm eff}=2.0533\), and (9) gives \(T/M=5.795\,(1-2.0851/4.2161)=2.93\). Formula (3) gives \(dn_{\rm eff}/dd=8.212\times10^{-3}\) per nm, as does solving the slab again at neighbouring thicknesses. The naive slopes are \(18.23\times10^{-3}\) for growth and \(6.48\times10^{-3}\) for retreat, respectively 2.2 and 0.79 times the correct value.

The field jump behind this can be seen directly. For a wall moved by 0.1 nm, with both modes normalized to the same power, the new normal field in the strip is 0.1729 times the old one, against \(\varepsilon_o/\varepsilon_i=0.1726\). The tangential ratio is 1.0003.

Translation exposes the inconsistency without any mode calculation. Move both walls of the symmetric slab upwards by the same distance: nothing physical changes. In (3) the advancing upper wall and the retreating lower wall cancel. In the naive formula they leave

\[
(T+rM)-\left(T+\frac Mr\right)=\left(r-\frac1r\right)M ,
\]

which here is \((18.23-6.48)\times10^{-3}=11.75\times10^{-3}\) per nm. This spurious slope is larger than the true effect of changing the thickness.

The error vanishes when \(D_n=0\) on the wall, as for TE modes of a slab, and it fades as \(r\to1\). For a 3 µm slab with indices 1.47 and 1.45, the naive growth slope of the TM\(_0\) mode is 2.7 % above the re-solved one.

A curved wall with all components present behaves in the same way. For the HE\(_{11}\) mode of a round silicon wire of radius 200 nm in silica, (3) and the characteristic equation both give \(dn_{\rm eff}/da=10.10\times10^{-3}\) per nm of radius. The naive values are 18.87 and \(8.59\times10^{-3}\). This mode has a degenerate partner, but a uniform change of radius does not mix the two. An elliptical deformation can, and then the shifts follow from a matrix between the partners.

## A silicon strip waveguide

Consider a silicon strip 450 nm wide and 220 nm thick, buried in silica, with the same indices and wavelength. Its quasi-TE mode, computed with a full-vector finite-difference method, has \(n_{\rm eff}=2.354\) on the mesh used. A coarser mesh gives 2.355, and the trend points to a converged value about 0.0005 lower, near 2.353. A width change \(\delta w\) moves each side wall by \(h=\delta w/2\), and a thickness change is likewise shared by top and bottom. The slopes, in \(10^{-3}\) per nm, are:

| Change | Re-solved | Formula (3) | Naive, growth | Naive, retreat |
|---|---|---|---|---|
| width | 2.138 | 2.143 | 4.418 | 1.750 |
| thickness | 3.775 | 3.772 | 4.103 | 3.715 |

Formula (3) agrees with re-solving to 0.2 % for width and 0.1 % for thickness. On a coarser mesh the width value from (3) becomes 2.131, so differences of this size are within the numerical error. The last digit of the table is not converged: with further refinement the re-solved slope and (3) both approach about 2.142 for width (0.2 % above the re-solved entry) and 3.774 for thickness, and the naive retreat value for width approaches about 1.756. The naive growth values are less certain, because they multiply the normal-field term, and with it its mesh error, by \(r\). Their converged values are close to 4.38 for width, 1 % below the table, and 4.11 for thickness.

The split between \(T\) and \(M\) follows from (8). For width,

\[
M=\frac{4.418-2.143}{5.795-1}\times10^{-3}=0.474\times10^{-3}\ \text{per nm},\qquad
T=1.67\times10^{-3}\ \text{per nm}.
\]

Although the main transverse field is normal to the side walls, the tangential term supplies nearly four fifths of the slope. Relative to (3), the naive retreat value is therefore only 18 % too low, while the growth value is about twice the correct one. The split shares the mesh error of the naive growth value, which makes \(M\) about 2 % too large; the converged values are close to \(M=0.466\times10^{-3}\) and \(T=1.675\times10^{-3}\) per nm. For thickness the same arithmetic gives \(M=0.069\times10^{-3}\) per nm, 2 % of the slope, and the naive errors, again relative to (3), shrink to 9 % and 1.5 %.

One nanometre of width changes the propagation constant by

\[
\Delta\beta=\frac{2\pi}{1550\ \text{nm}}\times2.138\times10^{-3}=8.67\ \text{rad/mm}.
\]

With the converged slope this becomes 8.68 rad/mm. In a resonator of fixed path length \(L\), the condition \(n_{\rm eff}L=m\lambda\) holds \(n_{\rm eff}/\lambda\) constant for a given order \(m\). Differentiation gives

\[
\frac{\partial n_{\rm eff}}{\partial w}\delta w+\frac{\partial n_{\rm eff}}{\partial\lambda}\delta\lambda=\frac{n_{\rm eff}}{\lambda}\delta\lambda
\quad\Rightarrow\quad
\delta\lambda=\frac{\lambda}{n_g}\frac{\partial n_{\rm eff}}{\partial w}\delta w,\qquad
n_g=n_{\rm eff}-\lambda\frac{\partial n_{\rm eff}}{\partial\lambda}.
\]

With rough material dispersion included, \(n_g=4.28\), and the resonance moves by \(1550\times2.138\times10^{-3}/4.284=0.77\) nm per nm of width. Leaving out material dispersion lowers \(n_g\) to 4.15 and raises this shift by 3 %.

These dimensions and indices are roughly those of silicon-on-insulator photonic wires, but real strips break several assumptions. For a 5 nm width error the quadratic term is \(-1.7\times10^{-4}\), or 1.6 % of the linear term \(1.07\times10^{-2}\). Temperature also shifts the index: with a rough silicon coefficient of \(1.8\times10^{-4}\) per K and silica held fixed, \(n_{\rm eff}\) rises by \(1.9\times10^{-4}\) per K, so 11 K imitates 1 nm of width.

Etched walls may also be tilted. If the width at mid-height is held fixed, a small tilt makes \(h\) odd about that height, while the bracket in (3) is even, so the first-order shift vanishes. If the top width is held fixed instead, an illustrative tilt of 5° that widens the base adds \(220\tan5^\circ\approx19\) nm to the mean width. Treated as a uniform widening, this raises \(n_{\rm eff}\) by about 0.04.

Sharp corners make the fields weakly singular, whereas both derivations assumed a smooth wall. Near a right-angle corner at this contrast \(|\mathbf E|^2\) grows as the distance to the power \(-0.46\), so the wall integral still converges, and for the rectangle its use is supported by the agreement with the re-solved slopes in the table. Corner rounding and bending are not sized here. Roughness that varies along \(z\) also scatters power, which (3) does not describe. The remaining values are in the numerical output.

## Calculated quantities

```
Wavelength: 1550 nm; silicon index 3.476, silica index 1.444
Permittivities: silicon 12.0826, silica 2.0851
Permittivity ratio silicon/silica: 5.795
SLAB, TM0, 220 nm silicon in silica
n_eff: 2.053320
dn/dd re-solved: 8.211820e-03 per nm
dn/dd formula: 8.211824e-03 per nm
dn/dd naive, growing core: 1.8233e-02 per nm
dn/dd naive, shrinking core: 6.4824e-03 per nm
20 nm growth, index shift re-solved: 0.16301094
20 nm growth, shift from exact identity: 0.16301094
Strip 0.1 nm, new/old normal E: 0.1729
Silica/silicon permittivity ratio: 0.1726
Strip 0.1 nm, new/old tangential E: 1.0003
Thickness at the inflection of n_eff: 223.7 nm
Remainder ratio, 0.2 nm over 0.1 nm, 220 nm slab: 3.962
Remainder ratio, 2 nm over 1 nm, 300 nm slab: 3.990
Translation, naive spurious slope: 1.1751e-02 per nm
Translation, correct slope: -4.4e-17 per nm
SLAB, TM0, 220 nm silicon, air above, silica below
dn/dd re-solved: 9.501550e-03 per nm
From top wall: 9.501558e-03, bottom wall: 9.501558e-03 per nm
SLAB, TM0, indices 1.47 and 1.45, 3 um thick
Naive (growing)/re-solved slope: 1.0273
ROUND SILICON WIRE IN SILICA, HE11, radius 200 nm
n_eff: 2.431560
dn/da re-solved: 1.010321e-02, formula: 1.010320e-02 per nm
dn/da naive, growing: 1.8872e-02, shrinking: 8.5900e-03 per nm
SILICON STRIP 450 nm x 220 nm IN SILICA, quasi-TE
n_eff: 2.35358 (coarser mesh: 2.35481)
dn/dw re-solved: 2.1381e-03 per nm
dn/dw formula: 2.1427e-03 (coarser mesh 2.1314e-03) per nm
dn/dw naive, growing: 4.4182e-03, shrinking: 1.7501e-03 per nm
dn/dt re-solved: 3.7750e-03 per nm
dn/dt formula: 3.7721e-03 (coarser mesh 3.7710e-03) per nm
dn/dt naive, growing: 4.1029e-03, shrinking: 3.7150e-03 per nm
Beta shift per nm of width: 8.667 rad/mm
Assumed dn/dlambda: silicon -0.08, silica -0.012 per um
Group index: 4.284 (without material dispersion: 4.146)
Resonance shift per nm of width: 0.774 nm
NEGLECTED EFFECTS
5 nm width error, linear term in n_eff: 1.069e-02
5 nm width error, quadratic term in n_eff: -1.676e-04
Assumed silicon dn/dT: 1.8e-04 per K
n_eff change with temperature: 1.923e-04 per K
Temperature change equal to 1 nm of width: 11.12 K
```
